**Hydrogen on Si(001): desorption order from dimer pairing**

The program tests the order n = 1 + 1/sqrt(1 + 4(1/q − 1)θ(1 − θ)) for H₂ leaving doubly occupied dimers. Here θ is the number of H atoms per surface Si atom, and q = p₁²/(4p₀p₂), where p₀, p₁, p₂ are the fractions of dimers with 0, 1 and 2 atoms. It asserts that the populations, this order and the orders for two-dimer paths agree with canonical sums over arrangements of a fixed number of atoms. It also asserts the pi-bond energy and the spin-corrected q against diagonalization of a two-orbital Hubbard dimer, and the order against a transfer matrix without attraction. A stochastic simulation of hopping and desorption on a dimer row must reproduce the equilibrium order, with and without pairing energy. For a pairing energy of 0.30 eV at 780 K, the output gives an order of 1.11 at half coverage, or 1.21 when spin is included. Between starting coverages of 0.8 and 0.1 the thermal desorption peak shifts by 4 K with plain pairing, 9 K with spin and 45 K without pairing. The output also shows that paths over two dimers, or an attraction that the transition state does not feel, can change the order substantially.

## Numerical verification

```python
"""
Recombinative desorption of hydrogen from Si(001): order from dimer pairing.

Result under test: if H2 leaves from doubly occupied dimers and the atoms are
in equilibrium over independent dimers, the desorption order is
    n = 1 + 1/sqrt(1 + 4 (1/q - 1) theta (1 - theta)).
theta : H atoms per surface Si atom (0..1)
p0, p1, p2 : fractions of dimers with 0, 1, 2 H atoms
q : p1^2/(4 p0 p2), equal to exp(-eps/kT) in the plain lattice gas
eps : energy gained when two singly occupied dimers become one empty + one full
Energies in eV, temperatures in K, rates in 1/s.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln

KB = constants.k / constants.e
T = 780.0
EPS = 0.30
E_DES, NU_DES = 2.5, 1e15
E_HOP, NU_HOP = 1.7, 1e13
HEATING = 2.0
LATTICE_NM = 0.543
ATTRACTION = 0.03
HUBBARD_T, HUBBARD_U = 0.35, 1.4


def q_plain(temp):
    return np.exp(-EPS / (KB * temp))


def q_spin(temp):
    return 4.0 / (np.exp(EPS / (KB * temp)) + 3.0)


def q_none(temp):
    return 1.0


def populations(theta, q):
    y = 4 * theta * (1 - theta)
    s = np.sqrt(q * q + q * (1 - q) * y)
    p1 = q * y / (s + q)
    return 1 - theta - p1 / 2, p1, theta - p1 / 2


def order(theta, q):
    return 1 + 1 / np.sqrt(1 + 4 * (1 / q - 1) * theta * (1 - theta))


def path_order(theta, q, atoms, dimers):
    return order(theta, q) * (atoms - 2 * dimers * theta) / (2 * (1 - theta))


# ---- exact canonical sums over arrangements of a fixed number of atoms ----
def canonical_means(q, n_dimers, n_atoms):
    full = np.arange(max(0, n_atoms - n_dimers), n_atoms // 2 + 1)
    single = n_atoms - 2 * full
    empty = n_dimers - full - single
    logw = (-gammaln(full + 1) - gammaln(single + 1) - gammaln(empty + 1)
            + single * np.log(2) - empty * np.log(q))
    w = np.exp(logw - logw.max())
    w /= w.sum()
    return np.array([w @ empty, w @ single, w @ full]) / n_dimers


def canonical_slopes(q, theta, n_dimers=20000):
    m = int(round(2 * theta * n_dimers))
    dm = max(2, m // 400)
    lo = canonical_means(q, n_dimers, m - dm)
    hi = canonical_means(q, n_dimers, m + dm)
    return np.log(hi / lo) / np.log((m + dm) / (m - dm))


for q_test in (q_plain(T), q_spin(T), 0.3, 1.0):
    for th in (0.02, 0.1, 0.5, 0.8):
        exact_pop = canonical_means(q_test, 20000, int(round(40000 * th)))
        assert np.allclose(exact_pop, populations(th, q_test), atol=3e-4)
        _, slope1, slope2 = canonical_slopes(q_test, th)
        # tolerance: finite-size terms of order 1/(number of atoms)
        assert abs(slope2 - order(th, q_test)) < 5e-3
        assert abs(2 * slope1 - path_order(th, q_test, 2, 2)) < 1e-2
        assert abs(slope1 + slope2 - path_order(th, q_test, 3, 2)) < 1e-2
        assert abs(2 * slope2 - path_order(th, q_test, 4, 2)) < 1e-2


# ---- pi bond as a two-orbital Hubbard dimer, by diagonalization ----
def hubbard_two_electron_levels(t, u):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    ops = []
    for mode in range(4):            # left up, left down, right up, right down
        op = np.eye(1)
        for j in range(4):
            op = np.kron(op, sign if j < mode else lower if j == mode else one)
        ops.append(op)
    num = [o.T @ o for o in ops]
    ham = u * (num[0] @ num[1] + num[2] @ num[3])
    for left, right in ((0, 2), (1, 3)):
        hop = ops[left].T @ ops[right]
        ham = ham - t * (hop + hop.T)
    keep = np.where(np.isclose(np.diag(sum(num)), 2))[0]
    return np.linalg.eigvalsh(ham[np.ix_(keep, keep)])


levels = hubbard_two_electron_levels(HUBBARD_T, HUBBARD_U)
eps_hubbard = (np.sqrt(HUBBARD_U**2 + 16 * HUBBARD_T**2) - HUBBARD_U) / 2
assert abs(-levels[0] - eps_hubbard) < 1e-10
z_empty = np.exp(-levels / (KB * T)).sum()
z_single, z_full = 4.0, 1.0          # two sites times two spin states; no spin
q_trace = z_single**2 / (4 * z_empty * z_full)
q_closed = 4 / (np.exp(eps_hubbard / (KB * T)) + 3)
assert abs(q_trace / q_closed - 1) < 1e-6


# ---- row of dimers with attraction between full neighbours ----
def row_orders(theta, q, attraction):
    bond = np.ones((3, 3))
    bond[2, 2] = np.exp(attraction / (KB * T))

    def state(lnz):
        g = np.array([1 / q, 2 * np.exp(lnz), np.exp(2 * lnz)])
        _, vec = np.linalg.eigh(np.sqrt(np.outer(g, g)) * bond)
        p = vec[:, -1]**2
        return p[1] / 2 + p[2], p[2], p[0] * np.exp(2 * lnz)

    root = brentq(lambda x: state(x)[0] - theta, -12, 12, xtol=1e-12)
    lo, hi = np.array(state(root - 1e-3)), np.array(state(root + 1e-3))
    d = np.log(hi / lo)
    return d[1] / d[0], d[2] / d[0]


for th in (0.1, 0.5, 0.8):
    assert np.allclose(row_orders(th, q_plain(T), 0.0),
                       order(th, q_plain(T)), atol=1e-4)


# ---- stochastic hopping and desorption on a row of dimers ----
def simulate_row(q, des_over_hop, start=0.9, high=0.6, low=0.2,
                 cells=12000, seed=7):
    rng = np.random.default_rng(seed)
    c = 0.4                          # half the hop rate times the time step
    right, left = np.zeros(9), np.zeros(9)
    for a in range(3):
        for b in range(3):
            right[3 * a + b] = c * a * (2 - b) / 2 * (q if a - b == 2 else 1)
            left[3 * a + b] = c * b * (2 - a) / 2 * (q if b - a == 2 else 1)
    left_edge = 1 - left

    def exchange(x, y):
        idx = 3 * x + y
        u = rng.random(cells)
        move = (u < right[idx]).astype(int) - (u > left_edge[idx]).astype(int)
        return x - move, y + move

    even = rng.binomial(2, start, cells)
    odd = rng.binomial(2, start, cells)
    p_des = 1 - np.exp(-10 * 2 * c * des_over_hop)
    record = []
    for _ in range(3000):
        for _ in range(10):
            even, odd = exchange(even, odd)
            odd, shifted = exchange(odd, np.roll(even, -1))
            even = np.roll(shifted, 1)
        theta = (even.sum() + odd.sum()) / (4 * cells)
        if theta < low:
            break
        if theta < high:
            full = ((even == 2).sum() + (odd == 2).sum()) / (2 * cells)
            record.append((theta, full))
        for part in (even, odd):
            part[(part == 2) & (rng.random(cells) < p_des)] = 0
    assert theta < low
    th, full = np.array(record).T
    fit_run = np.polyfit(np.log(th), np.log(full), 1)[0]
    fit_law = np.polyfit(np.log(th), np.log(populations(th, q)[2]), 1)[0]
    return fit_run, fit_law


k_des = NU_DES * np.exp(-E_DES / (KB * T))
k_hop = NU_HOP * np.exp(-E_HOP / (KB * T))
run_pair, law_pair = simulate_row(q_plain(T), k_des / k_hop)
run_none, law_none = simulate_row(1.0, k_des / k_hop)
# tolerances: counting noise of a finite row and slight lag behind equilibrium
assert abs(run_pair - law_pair) < 0.04
assert abs(run_none - law_none) < 0.08


# ---- thermal desorption peaks ----
def peak_temperature(q_of_t, theta_start):
    def rate(temp, theta):
        theta = np.maximum(theta, 1e-14)
        k = NU_DES * np.exp(-E_DES / (KB * temp))
        return k * populations(theta, q_of_t(temp))[2]
    grid = np.arange(600.0, 1000.0, 0.1)
    sol = solve_ivp(lambda x, y: -rate(x, y) / HEATING, (600.0, 1000.0),
                    [theta_start], method="LSODA", t_eval=grid,
                    rtol=1e-8, atol=1e-12)
    assert sol.success
    return sol.t[np.argmax(rate(sol.t, sol.y[0]))]


peaks = {name: (peak_temperature(f, 0.8), peak_temperature(f, 0.1))
         for name, f in (("plain pairing", q_plain), ("pairing with spin", q_spin),
                         ("no pairing", q_none))}
shift = {name: v[1] - v[0] for name, v in peaks.items()}
assert shift["plain pairing"] < shift["pairing with spin"] < shift["no pairing"]
assert shift["plain pairing"] < 0.5 * shift["no pairing"]

# ---- worked example ----
q, qs = q_plain(T), q_spin(T)


def crossover(qv):
    return brentq(lambda x: order(x, qv) - 1.5, 1e-9, 0.5)


dimer_density = 1 / (LATTICE_NM * 1e-7)**2
print(f"Temperature: {T:.0f} K, kT = {KB*T:.4f} eV")
print(f"Pairing energy eps: {EPS:.2f} eV, eps/kT = {EPS/(KB*T):.3f}")
print(f"Hubbard dimer t, U: {HUBBARD_T:.2f}, {HUBBARD_U:.2f} eV")
print(f"Hubbard pi-bond energy: {eps_hubbard:.3f} eV (U=0: {2*HUBBARD_T:.2f} eV)")
print(f"q plain: {q:.5f}; q with spin: {qs:.5f}")
print(f"Pairing free energy with spin: {-KB*T*np.log(qs):.3f} eV")
for th in (0.1, 0.5):
    for name, qv in (("plain", q), ("spin", qs), ("eps=0", 1.0)):
        p = populations(th, qv)
        print(f"theta={th:.1f} {name}: p0,p1,p2 = {p[0]:.4f}, {p[1]:.4f}, {p[2]:.4f}")
for th in (0.01, 0.05, 0.1, 0.2, 0.5, 0.8, 0.95):
    print(f"Order at theta={th:.2f}: plain {order(th,q):.3f}, spin {order(th,qs):.3f}")
print(f"Coverage where order = 1.5: plain {crossover(q):.4f}, spin {crossover(qs):.4f}")
for temp in (700.0, 850.0):
    print(f"Order at theta=0.5, {temp:.0f} K: plain {order(0.5,q_plain(temp)):.3f}, "
          f"spin {order(0.5,q_spin(temp)):.3f}")
for th in (0.1, 0.5):
    vals = [path_order(th, q, m, 2) for m in (2, 3, 4)]
    print(f"Two-dimer paths, theta={th:.1f}, order for 2,3,4 atoms: "
          + ", ".join(f"{v + 0.0:.3f}" for v in vals))
print(f"Desorption barrier, prefactor: {E_DES:.1f} eV, {NU_DES:.0e} /s")
print(f"Hopping barrier, prefactor: {E_HOP:.1f} eV, {NU_HOP:.0e} /s")
print(f"Desorption rate constant k: {k_des:.4f} /s")
print(f"Hopping rate: {k_hop:.1f} /s, ratio to k: {k_hop/k_des:.0f}")
print(f"Pair break-up rate (hopping rate times q): {k_hop*q:.2f} /s")
print(f"Row simulation, order fitted over theta 0.6-0.2: {run_pair:.3f}")
print(f"Lattice gas, same fit: {law_pair:.3f}")
print(f"Row simulation with eps=0: {run_none:.3f}; lattice gas {law_none:.3f}")
print(f"Lattice constant {LATTICE_NM:.3f} nm, dimer density {dimer_density:.3e} /cm2")
print(f"H2 flux at theta=0.5, plain: {k_des*populations(0.5,q)[2]*dimer_density:.2e} /cm2/s")
print(f"Heating rate: {HEATING:.1f} K/s")
for name, v in peaks.items():
    print(f"Peak, {name}: theta 0.8 {v[0]:.1f} K, theta 0.1 {v[1]:.1f} K, "
          f"shift {shift[name]:.1f} K")
print(f"Trial attraction of full neighbours: {ATTRACTION:.2f} eV")
for th in (0.1, 0.5):
    follows, free = row_orders(th, q, ATTRACTION)
    print(f"Order with attraction, theta={th:.1f}: transition state feels it "
          f"{follows:.3f}, does not {free:.3f}")
print("all good")
```

Output:

```
Temperature: 780 K, kT = 0.0672 eV
Pairing energy eps: 0.30 eV, eps/kT = 4.463
Hubbard dimer t, U: 0.35, 1.40 eV
Hubbard pi-bond energy: 0.290 eV (U=0: 0.70 eV)
q plain: 0.01152; q with spin: 0.04456
Pairing free energy with spin: 0.209 eV
theta=0.1 plain: p0,p1,p2 = 0.8729, 0.0542, 0.0729
theta=0.1 spin: p0,p1,p2 = 0.8545, 0.0911, 0.0545
theta=0.1 eps=0: p0,p1,p2 = 0.8100, 0.1800, 0.0100
theta=0.5 plain: p0,p1,p2 = 0.4515, 0.0969, 0.4515
theta=0.5 spin: p0,p1,p2 = 0.4129, 0.1743, 0.4129
theta=0.5 eps=0: p0,p1,p2 = 0.2500, 0.5000, 0.2500
Order at theta=0.01: plain 1.477, spin 1.735
Order at theta=0.05: plain 1.240, spin 1.444
Order at theta=0.10: plain 1.177, spin 1.339
Order at theta=0.20: plain 1.134, spin 1.261
Order at theta=0.50: plain 1.107, spin 1.211
Order at theta=0.80: plain 1.134, spin 1.261
Order at theta=0.95: plain 1.240, spin 1.444
Coverage where order = 1.5: plain 0.0088, spin 0.0363
Order at theta=0.5, 700 K: plain 1.083, spin 1.165
Order at theta=0.5, 850 K: plain 1.129, spin 1.252
Two-dimer paths, theta=0.1, order for 2,3,4 atoms: 1.046, 1.700, 2.354
Two-dimer paths, theta=0.5, order for 2,3,4 atoms: 0.000, 1.107, 2.215
Desorption barrier, prefactor: 2.5 eV, 1e+15 /s
Hopping barrier, prefactor: 1.7 eV, 1e+13 /s
Desorption rate constant k: 0.0703 /s
Hopping rate: 103.7 /s, ratio to k: 1476
Pair break-up rate (hopping rate times q): 1.20 /s
Row simulation, order fitted over theta 0.6-0.2: 1.115
Lattice gas, same fit: 1.115
Row simulation with eps=0: 2.005; lattice gas 2.000
Lattice constant 0.543 nm, dimer density 3.392e+14 /cm2
H2 flux at theta=0.5, plain: 1.08e+13 /cm2/s
Heating rate: 2.0 K/s
Peak, plain pairing: theta 0.8 786.8 K, theta 0.1 791.1 K, shift 4.3 K
Peak, pairing with spin: theta 0.8 787.3 K, theta 0.1 796.4 K, shift 9.1 K
Peak, no pairing: theta 0.8 789.7 K, theta 0.1 834.3 K, shift 44.6 K
Trial attraction of full neighbours: 0.03 eV
Order with attraction, theta=0.1: transition state feels it 1.184, does not 1.095
Order with attraction, theta=0.5: transition state feels it 1.104, does not 0.697
all good
```
